# How the PKZB kinetic-energy variable replaces the density Laplacian in exchange

Q: A meta-GGA for exchange is supposed to reproduce a gradient expansion that contains the Laplacian of the density. Yet it is built from $n$, $\nabla n$ and the kinetic energy density. Where does the Laplacian come from?

A: From the kinetic energy density itself, if the density varies slowly. Let me fix the conventions. I use Hartree atomic units and a spin-unpolarized system of independent (Kohn–Sham) electrons in a potential $v(\mathbf r)$. Sums run over occupied orbitals of both spins:

$$\tau=\tfrac12\sum|\nabla\psi|^2,\qquad k_F=(3\pi^2n)^{1/3},\qquad \tau_{\rm unif}=\tfrac{3}{10}k_F^2n,$$

$$p=\frac{|\nabla n|^2}{4k_F^2n^2},\qquad q=\frac{\nabla^2n}{4k_F^2n}.$$

Both $p$ and $q$ are dimensionless and of second order in gradients. The variable introduced by PKZB is

$$\tilde q=\frac{9}{20}\left(\frac{\tau}{\tau_{\rm unif}}-1\right)-\frac{p}{12}.$$

The question is what $\tilde q$ becomes when $v$, and with it $n$, changes little over a distance $1/k_F$.

Q: That needs the gradient expansion of $\tau$. I will not accept it as a known formula.

A: We can get it from the Bloch density $C(\beta)=\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle$, with $H=-\frac12\nabla^2+v$. Inserting plane waves,

$$C=\int\!\frac{d^3k}{(2\pi)^3}\,e^{-i\mathbf k\cdot\mathbf r}e^{-\beta H}e^{i\mathbf k\cdot\mathbf r}.$$

Write $e^{-\beta H}e^{i\mathbf k\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf r}e^{-\beta(k^2/2+v)}w$. The left side obeys $\partial_\beta g=-Hg$, and $w=1$ at $\beta=0$. When the derivatives act on the factor $e^{i\mathbf k\cdot\mathbf r}$, the terms in $k^2/2$ and $v$ cancel, leaving

$$\partial_\beta w=e^{\beta v}\left(\tfrac12\nabla^2+i\mathbf k\cdot\nabla\right)\left(e^{-\beta v}w\right).$$

Now count gradients. At first order $\partial_\beta w_1=-i\beta\,\mathbf k\cdot\nabla v$, so $w_1=-\frac i2\beta^2\,\mathbf k\cdot\nabla v$. At second order

$$\partial_\beta w_2=\tfrac12\left(\beta^2|\nabla v|^2-\beta\nabla^2v\right)+i\mathbf k\cdot\nabla w_1-i\beta(\mathbf k\cdot\nabla v)w_1 .$$

The last two terms are $\frac12\beta^2(\mathbf k\cdot\nabla)^2v$ and $-\frac12\beta^3(\mathbf k\cdot\nabla v)^2$. Integrating over $\beta$,

$$w_2=\frac{\beta^3}{6}|\nabla v|^2-\frac{\beta^2}{4}\nabla^2v+\frac{\beta^3}{6}(\mathbf k\cdot\nabla)^2v-\frac{\beta^4}{8}(\mathbf k\cdot\nabla v)^2 .$$

The weight $e^{-\beta k^2/2}$ integrates to $(2\pi\beta)^{-3/2}$ and has $\langle k_ik_j\rangle=\delta_{ij}/\beta$. The odd term $w_1$ averages to zero. The coefficients become $\frac16-\frac18=\frac1{24}$ and $-\frac14+\frac16=-\frac1{12}$:

$$C=\frac{e^{-\beta v}}{(2\pi\beta)^{3/2}}\left[1-\frac{\beta^2}{12}\nabla^2v+\frac{\beta^3}{24}|\nabla v|^2+O(\nabla^4)\right].$$

There is no third-order term, because a scalar made from derivatives of $v$ contains an even number of them.

Q: That describes Boltzmann weights. Your electrons fill levels up to a sharp Fermi energy.

A: The two are connected by a Laplace transform in the Fermi level $\mu$. Since $\int d\mu\,e^{-\beta\mu}\theta(\mu-\varepsilon)=e^{-\beta\varepsilon}/\beta$, the transform of $n(\mu)$ is $2C/\beta$, the 2 being for spin. With $m=\mu-v(\mathbf r)>0$, the function whose transform is $e^{-\beta v}\beta^{-s}$ is $m^{s-1}/\Gamma(s)$. For negative $s$ it is obtained by differentiating with respect to $\mu$ at $m>0$. We need $\Gamma(\frac52)=\frac34\sqrt\pi$, $\Gamma(\frac12)=\sqrt\pi$ and $\Gamma(-\frac12)=-2\sqrt\pi$. With $A=2(2\pi)^{-3/2}/\sqrt\pi=1/(\sqrt2\,\pi^2)$,

$$n=A\left[\frac43m^{3/2}-\frac{\nabla^2v}{12\,m^{1/2}}-\frac{|\nabla v|^2}{48\,m^{3/2}}\right].$$

The negative powers of $m$ show a condition: the expansion fails where $v$ reaches the Fermi level, which is a classical turning point. Term-by-term inversion also leaves out oscillating contributions from the sharp Fermi edge. So "slowly varying" here means smooth $v$, no turning points at the Fermi level, and negligible oscillations of that kind.

Q: You have a density, but still no kinetic energy.

A: Use the orbital energies, which avoids off-diagonal elements. Define $\tau_L=-\frac12\sum\psi^*\nabla^2\psi$. Multiplying the orbital equation by $\psi^*$ and summing gives $\sum\varepsilon|\psi|^2=\tau_L+vn$. The same sum, with levels filled progressively, is $\int\varepsilon\,dn(\varepsilon)=\mu n-N_1$, where $N_1=\int^\mu n\,d\mu'$. Hence $\tau_L=mn-N_1$.

Integrating in $\mu$ raises $s$ by one in each term, so with $\Gamma(\frac72)=\frac{15}8\sqrt\pi$ and $\Gamma(\frac32)=\frac12\sqrt\pi$,

$$N_1=A\left[\frac8{15}m^{5/2}-\frac{m^{1/2}}6\nabla^2v+\frac{|\nabla v|^2}{24\,m^{1/2}}\right].$$

Subtracting this from $mn$, the coefficients are $\frac43-\frac8{15}=\frac45$, then $-\frac1{12}+\frac16=\frac1{12}$, then $-\frac1{48}-\frac1{24}=-\frac1{16}$:

$$\tau_L=A\left[\frac45m^{5/2}+\frac{m^{1/2}}{12}\nabla^2v-\frac{|\nabla v|^2}{16\,m^{1/2}}\right].$$

Q: The potential is still there. A functional of the density must not contain it.

A: We eliminate it to second order. Let $n_0=\frac43Am^{3/2}$, which corresponds to $k_F^2=2m$, and let $\delta n=n-n_0$. Because $d\tau_{\rm unif}/dn=\frac53\tau_{\rm unif}/n=k_F^2/2$, we have $\tau_{\rm unif}(n)=\tau_{\rm unif}(n_0)+m\,\delta n$, up to fourth order. The first term is $\frac35mn_0=\frac45Am^{5/2}$. Therefore

$$\tau_L-\tau_{\rm unif}(n)=A\left[\frac{m^{1/2}}6\nabla^2v-\frac{|\nabla v|^2}{24\,m^{1/2}}\right],$$

from $\frac1{12}+\frac1{12}=\frac16$ and $-\frac1{16}+\frac1{48}=-\frac1{24}$.

In these small terms the leading density suffices. From $\nabla m=-\nabla v$,

$$\nabla n=-2Am^{1/2}\nabla v,\qquad \nabla^2n=A\left[-2m^{1/2}\nabla^2v+m^{-1/2}|\nabla v|^2\right],$$

and $|\nabla n|^2/n=3Am^{-1/2}|\nabla v|^2$. Solving,

$$Am^{-1/2}|\nabla v|^2=\frac{|\nabla n|^2}{3n},\qquad Am^{1/2}\nabla^2v=-\frac{\nabla^2n}2+\frac{|\nabla n|^2}{6n}.$$

The gradient terms combine as $\frac1{36}-\frac1{72}=\frac1{72}$:

$$\tau_L=\tau_{\rm unif}+\frac{|\nabla n|^2}{72n}-\frac{\nabla^2n}{12}+O(\nabla^4).$$

Finally, $\nabla^2|\psi|^2=2|\nabla\psi|^2+2\,{\rm Re}\,\psi^*\nabla^2\psi$ sums to $\nabla^2n=4\tau-4\tau_L$. Adding $\nabla^2n/4$ gives

$$\tau=\tau_{\rm unif}+\frac{|\nabla n|^2}{72n}+\frac{\nabla^2n}6+O(\nabla^4).$$

Q: Then the odd-looking numbers $9/20$ and $1/12$ must follow.

A: They do. Put $|\nabla n|^2=4k_F^2n^2p$ and $\nabla^2n=4k_F^2nq$, and divide by $\frac3{10}k_F^2n$:

$$\frac{\tau}{\tau_{\rm unif}}=1+\frac5{27}p+\frac{20}9q+O(\nabla^4).$$

The factor $\frac9{20}$ makes the coefficient of $q$ equal to one. It turns $\frac5{27}p$ into $\frac1{12}p$, which the last term of $\tilde q$ removes. So

$$\tilde q=q+O(\nabla^4).$$

Q: Two kinetic energy densities that integrate to the same energy ought to be equally good. Could I use $\tau_L$?

A: Not in this formula. Since $\tau_L=\tau-\nabla^2n/4$, the ratio $\tau_L/\tau_{\rm unif}$ is smaller than $\tau/\tau_{\rm unif}$ by $\frac{10}3q$. The combination then drops by $\frac9{20}\cdot\frac{10}3q=\frac32q$, and you obtain $-q/2$ instead of $q$. Equal integrals do not make the local values equal, and here the local value is used.

Q: Show me the size of the error for actual orbitals, not for another expansion.

A: Take independent electrons in $v=\lambda\cos Qx$, free along $y$ and $z$, with $\mu=0.5$ hartree and $\lambda=0.1$ hartree. The potential stays below the Fermi level. I diagonalize the motion along $x$ in plane waves, integrate the free motion analytically and the Bloch wavenumber by Gauss–Legendre quadrature. This gives $n$ and $\tau$ from the orbitals. Derivatives of $n$ come from its Fourier series. The largest magnitudes over a period are:

| $Q$ (bohr$^{-1}$) | $\lvert q\rvert$ | $\lvert\tilde q-q\rvert$ |
|---|---|---|
| 0.6 | $3.91\times10^{-2}$ | $5.21\times10^{-4}$ |
| 0.3 | $1.04\times10^{-2}$ | $3.07\times10^{-5}$ |
| 0.15 | $2.63\times10^{-3}$ | $1.87\times10^{-6}$ |
| 0.075 | $6.58\times10^{-4}$ | $1.16\times10^{-7}$ |

Each halving of $Q$ should divide $q$ by about 4 and a fourth-order error by about 16. In the last step the factors are 3.99 and 16.1.

For a local value, take $Q=0.3$ bohr$^{-1}$ and a quarter period from the potential maximum. There $\tau/\tau_{\rm unif}=1.00192$ and $p=0.001996$, so

$$\tilde q=0.45\times0.00192-\frac{0.001996}{12}=0.000864-0.000166=0.000698.$$

The last digit reflects the rounding of the inputs; with unrounded inputs $\tilde q=0.000697$. The Laplacian gives $q=0.000690$. The difference, $7\times10^{-6}$, is about 1% of $q$ at this point.

Q: Good, but replacing $q$ approximately is not the same as recovering exchange to fourth order. What exactly is to be recovered?

A: Write the exchange energy as

$$E_x=\int e_x^{\rm LDA}(n)\,F\,d^3r,\qquad e_x^{\rm LDA}=-\frac34\left(\frac3\pi\right)^{1/3}n^{4/3}.$$

The target is the fourth-order gradient expansion,

$$F_{\rm GE4}=1+\frac{10}{81}p+\frac{146}{2025}q^2-\frac{73}{405}pq+Dp^2 .$$

Its coefficients belong to the theory of the weakly inhomogeneous electron gas. They are inputs here; I have not derived them. The value of $D$ is the least certain. PKZB uses $D=0.113$, which was fitted to molecular atomization energies and is not an electron-gas result. The argument below works for any fixed $D$, so it shows that the functional reproduces this expansion, not that the coefficients are right.

Q: Why is there no term linear in $q$? It would be of the same order as $p$.

A: It can be removed from the integrated energy. Because $4k_F^2n$ is proportional to $n^{5/3}$, the integral of $n^{4/3}q$ is proportional to that of $n^{-1/3}\nabla^2n$. Integrate by parts, with a periodic density or one for which the surface term vanishes:

$$\int n^{-1/3}\nabla^2n\,d^3r=\frac13\int n^{-4/3}|\nabla n|^2d^3r
\quad\Rightarrow\quad\int n^{4/3}q\,d^3r=\frac13\int n^{4/3}p\,d^3r .$$

A term $cq$ in $F$ is therefore equivalent to $cp/3$. The expansion above is written after this step. Its integrand is one choice among several with the same integral, so the comparison with exchange is meaningful for the total energy.

Q: I could equally keep $cq$ and put $\tilde q$ there.

A: That would spoil the fourth order. The replacement error would be $c(\tilde q-q)$, itself of fourth order, and nothing guarantees that it integrates to zero. In the cosine model its average with weight $n^{4/3}$ does not vanish: it scales as $Q^{4.00}$ between the two smallest $Q$. In $q^2$ and $pq$ the replacement is harmless:

$$\tilde q^2-q^2=(\tilde q-q)(\tilde q+q)=O(\nabla^6),\qquad p\tilde q-pq=O(\nabla^6).$$

Q: The PKZB enhancement factor is a bounded fraction, not a polynomial. Does the fraction not add fourth-order terms of its own?

A: It does, and they are compensated. The form is

$$F=1+\kappa-\frac{\kappa}{1+X/\kappa},$$

$$X=\frac{10}{81}p+\frac{146}{2025}\tilde q^2-\frac{73}{405}p\tilde q+\left[D+\frac1\kappa\left(\frac{10}{81}\right)^2\right]p^2,$$

with $\kappa=0.804$. The fraction is bounded when $X\ge0$. The quadratic part of $X$ is non-negative only if $D\ge(73/405)^2/(4\cdot146/2025)-(10/81)^2/\kappa\approx0.094$, which $D=0.113$ satisfies; a smaller $D$ leaves the expansion below unchanged but can give the fraction a pole at large $p$. For small $X$ the geometric series gives $F=1+X-X^2/\kappa+O(X^3)$. As $X$ starts at second order,

$$\frac{X^2}\kappa=\frac1\kappa\left(\frac{10}{81}\right)^2p^2+O(\nabla^6).$$

This cancels the extra $p^2$ term in $X$. Together with the two replacements above,

$$F=F_{\rm GE4}+O(\nabla^6).$$

For a spin-polarized system one uses $E_x[n_\uparrow,n_\downarrow]=\frac12E_x[2n_\uparrow]+\frac12E_x[2n_\downarrow]$, which holds because exchange couples electrons of equal spin. Each term is then evaluated as above, with the kinetic energy density of that spin doubled as well.

Q: Do the numbers show a sixth-order difference?

A: In the cosine model the largest $|F-F_{\rm GE4}|$ is $4.59\times10^{-8}$ at $Q=0.3$ bohr$^{-1}$, $7.07\times10^{-10}$ at 0.15 and $1.10\times10^{-11}$ at 0.075. The successive factors are 65 and 64, where sixth order predicts 64 for small $Q$. If the compensating $p^2$ term is omitted, the difference falls as $Q^{3.99}$ between the last two values, so the fourth order is lost.

Q: Those differences are tiny because the gradients are tiny. Is the fourth-order energy itself resolved?

A: Compare it with the second-order part at $Q=0.3$ bohr$^{-1}$. The period average of $n^{4/3}q$ is $3.6626\times10^{-6}$ bohr$^{-4}$, so by the integration by parts the average of $n^{4/3}p$ is three times this, $1.09879\times10^{-5}$ bohr$^{-4}$. The second-order exchange energy density is then

$$-0.73856\times\frac{10}{81}\times1.09879\times10^{-5}=-1.00188\times10^{-6}\ \text{hartree/bohr}^3,$$

where $0.73856=\frac34(3/\pi)^{1/3}$. The whole gradient correction averages to $-1.01576\times10^{-6}$ hartree/bohr$^3$ with $F_{\rm GE4}$, so the fourth-order part is $-1.39\times10^{-8}$. With the PKZB factor the correction is $-1.01571\times10^{-6}$. The unrounded averages differ by $5.4\times10^{-11}$ hartree/bohr$^3$, about 0.4% of the fourth-order part. This compares the functional with the expansion; the exact exchange energy of the model was not computed.

Q: Why go to this trouble? If $q$ is wanted, one can calculate $\nabla^2n$.

A: Near a nucleus $q$ diverges. Consider one doubly occupied orbital $\phi$, taken real, so that $n=2\phi^2$ and $\tau=|\nabla\phi|^2=|\nabla n|^2/(8n)$. This value is called $\tau_W$, and in reduced form $\tau_W/\tau_{\rm unif}=\frac53p$. Therefore

$$\tilde q=\frac9{20}\left(\frac53p-1\right)-\frac p{12}=\frac23p-\frac9{20}.$$

For a hydrogenic 1s orbital with nuclear charge 1, $n\propto e^{-2r}$ and $\nabla^2n=(4-4/r)n$, which diverges at the nucleus, while $p$ stays finite. At $r=0.001$ bohr, $q=-141$ but $\tilde q=-0.356$.

The same numbers mark the limit of the result. Here $\tilde q$ is not an approximation to $q$ at all. It is a bounded replacement near the nucleus that agrees with $q$ in the slowly varying regime, and agreement there says nothing about the accuracy of the functional in an atom.

Q: TPSS uses a different-looking variable. Does the argument have to be repeated?

A: One line of algebra connects them. TPSS starts from $\alpha=(\tau-\tau_W)/\tau_{\rm unif}=\tau/\tau_{\rm unif}-\frac53p$. Substituting,

$$\frac9{20}(\alpha-1)+\frac23p=\frac9{20}\left(\frac\tau{\tau_{\rm unif}}-1\right)-\frac34p+\frac23p=\tilde q,$$

because $-\frac34+\frac23=-\frac1{12}$. TPSS then divides the $(\alpha-1)$ term by $\sqrt{1+b\alpha(\alpha-1)}$, with $b=0.40$. For slow variation $\alpha-1$ is of second order, and the root changes that term by

$$-\frac9{20}\,\frac b2(\alpha-1)^2+O(\nabla^6),$$

which is of fourth order. The TPSS variable therefore also reduces to $q$, with a fourth-order error equal to that of $\tilde q$ plus this extra term. The extra term is quadratic in the density variation, so the two errors coincide at leading order as the amplitude of the potential goes to zero. The cosine model with $\lambda=0.1$ hartree is not yet in that limit: at $Q=0.3$ bohr$^{-1}$ the largest extra term exceeds the largest $|\tilde q-q|$. This settles the variable only; the TPSS enhancement factor has a different form, and its expansion is not examined here.
